# BMT Spin Precession and the Thomas Factor from the Dirac Equation

## The choice to be made

A calculation that carries an electron spin along a classical path needs a precession rate, and a two-component calculation needs the matching spin-orbit operator. One candidate is the precession in the magnetic field of the electron's rest frame. In a purely electric field at low speed, that rate is twice the one that follows from the Dirac equation. The difference is Thomas precession, which comes from the changing boost between laboratory and rest frame. The rate to implement, for charge \(q\) and magnetic anomaly \(a=g/2-1\), is

\[
\boldsymbol\Omega=-q\left[\left(a+\frac1\gamma\right)\mathbf B-\frac{a\gamma}{\gamma+1}\frac{(\mathbf v\cdot\mathbf B)\mathbf v}{c^2}-\left(a+\frac1{\gamma+1}\right)\frac{\mathbf v\times\mathbf E}{c^2}\right],\qquad \frac{d\mathbf s}{dt}=\boldsymbol\Omega\times\mathbf s. \tag{1}
\]

This is the Bargmann-Michel-Telegdi (BMT) law. The vector \(\mathbf s\) is the spin direction in the rest frame, while \(t\), \(\mathbf v\), \(\mathbf E\) and \(\mathbf B\) belong to the laboratory. The bare Dirac equation gives \(a=0\); a Pauli term supplies the anomaly.

## Conventions and the squared equation

Atomic units with \(e=m=1\) are used, so an electron has \(q=-1\). The symbol \(\hbar\) is kept to order the expansion and equals 1 at the end. The fields are \(\mathbf E=-\nabla\phi-\partial_t\mathbf A\) and \(\mathbf B=\nabla\times\mathbf A\). Define

\[
W=i\hbar\partial_t-q\phi,\qquad \mathbf P=-i\hbar\nabla-q\mathbf A .
\]

The Dirac equation is \(W\psi=(c\boldsymbol\alpha\cdot\mathbf P+\beta c^2)\psi\). In the chiral representation \(\boldsymbol\alpha\) is diagonal with blocks \(\pm\boldsymbol\sigma\), and \(\beta\) exchanges the two-spinors \(R\) and \(\tilde R\):

\[
WR=c\,\boldsymbol\sigma\cdot\mathbf P\,R+c^2\tilde R,\qquad
W\tilde R=-c\,\boldsymbol\sigma\cdot\mathbf P\,\tilde R+c^2R. \tag{2}
\]

The first equation gives \(c^2\tilde R=(W-c\boldsymbol\sigma\cdot\mathbf P)R\). Acting with \(W+c\boldsymbol\sigma\cdot\mathbf P\) and using the second,

\[
\left[W^2-c^2(\boldsymbol\sigma\cdot\mathbf P)^2-c[W,\boldsymbol\sigma\cdot\mathbf P]\right]R=c^4R .
\]

Two commutators are needed. The derivatives of the potentials give \([W,P_j]=-i\hbar q(\partial_tA_j+\partial_j\phi)=i\hbar qE_j\). Since \(\mathbf P\times\mathbf P=i\hbar q\mathbf B\), the Pauli product rule gives \((\boldsymbol\sigma\cdot\mathbf P)^2=P^2-q\hbar\,\boldsymbol\sigma\cdot\mathbf B\). Hence

\[
\left[W^2-c^2P^2-c^4+q\hbar c^2\boldsymbol\sigma\cdot\left(\mathbf B-\frac{i\mathbf E}{c}\right)\right]R=0. \tag{3}
\]

No approximation has been made so far.

## Leading order: the trajectory

Put \(R=e^{iS/\hbar}(R_0+\hbar R_1+\dots)\), with fields that vary slowly over a wavelength and change the momentum by much less than \(mc\) in a time \(\hbar/mc^2\), and away from caustics, where the amplitude diverges. Let \(\varepsilon=-\partial_tS-q\phi\) and \(\boldsymbol\pi=\nabla S-q\mathbf A\). On the amplitude, \(W\) acts as \(\varepsilon+i\hbar\partial_t\) and \(\mathbf P\) as \(\boldsymbol\pi-i\hbar\nabla\). Order \(\hbar^0\) of (3) is the Hamilton-Jacobi equation \(\varepsilon^2=c^2\pi^2+c^4\). On the positive-energy branch,

\[
\varepsilon=\gamma c^2,\qquad \mathbf u=\frac{\boldsymbol\pi}{c}=\frac{\gamma\mathbf v}{c},\qquad u^2=\gamma^2-1 .
\]

The definitions imply \(\partial_t\pi_j=qE_j-\partial_j\varepsilon\), where \(\partial_j\varepsilon=v_k\partial_j\pi_k\). They also imply \(\partial_j\pi_k-\partial_k\pi_j=-q\epsilon_{jkl}B_l\). With \(d/dt=\partial_t+\mathbf v\cdot\nabla\),

\[
\frac{d\pi_j}{dt}=qE_j+v_k(\partial_k\pi_j-\partial_j\pi_k)=q(\mathbf E+\mathbf v\times\mathbf B)_j .
\]

A dot denotes \(d/dt\) below. Since \(\dot\varepsilon=\mathbf v\cdot\dot{\boldsymbol\pi}\),

\[
\dot{\mathbf u}=\frac qc\mathbf E+\frac q\gamma\mathbf u\times\mathbf B,\qquad
\dot\gamma=\frac{q\,\mathbf u\cdot\mathbf E}{\gamma c}. \tag{4}
\]

The spin does not act on the path at this order. A Stern-Gerlach force, the gradient of an energy proportional to \(\hbar\), is therefore absent.

## Next order: transport of the spinor

At order \(\hbar\), the factor multiplying \(R_1\) vanishes by the Hamilton-Jacobi equation. With \(c^2\boldsymbol\pi=\varepsilon\mathbf v\), the rest reads

\[
i\left[2\varepsilon\frac{d}{dt}+\partial_t\varepsilon+\nabla\cdot(\varepsilon\mathbf v)\right]R_0+qc^2\boldsymbol\sigma\cdot\left(\mathbf B-\frac{i\mathbf E}{c}\right)R_0=0 .
\]

Division by \(2i\varepsilon\) gives

\[
\dot R_0+\left(\frac{\dot\gamma}{2\gamma}+\frac{\nabla\cdot\mathbf v}{2}\right)R_0=KR_0,\qquad
K=\frac{q}{2\gamma}\boldsymbol\sigma\cdot\mathbf F,\quad \mathbf F=\frac{\mathbf E}{c}+i\mathbf B. \tag{5}
\]

To extract the rest-frame spin, introduce the boost matrix

\[
\Lambda=\frac{\gamma+1+\boldsymbol\sigma\cdot\mathbf u}{\sqrt{2(\gamma+1)}},\qquad
\Lambda^{-1}=\frac{\gamma+1-\boldsymbol\sigma\cdot\mathbf u}{\sqrt{2(\gamma+1)}} .
\]

These are inverses because \((\gamma+1)^2-u^2=2(\gamma+1)\). Squaring gives \(\Lambda^{\pm2}=\gamma\pm\boldsymbol\sigma\cdot\mathbf u\). At leading order (2) requires \(\tilde R_0=(\gamma-\boldsymbol\sigma\cdot\mathbf u)R_0=\Lambda^{-2}R_0\). We may therefore write

\[
R_0=\frac{\Lambda\chi}{\sqrt{2\gamma}},\qquad \tilde R_0=\frac{\Lambda^{-1}\chi}{\sqrt{2\gamma}} .
\]

The density is \(\chi^\dagger(\Lambda^2+\Lambda^{-2})\chi/(2\gamma)=\chi^\dagger\chi\). At rest both two-spinors equal \(\chi/\sqrt2\), so \(\chi\) is the rest-frame spinor. Differentiating \(\gamma^{-1/2}\) produces \(-\dot\gamma/(2\gamma)\), which cancels the same term in (5):

\[
\dot\chi+\tfrac12(\nabla\cdot\mathbf v)\chi=G\chi,\qquad G=\Lambda^{-1}K\Lambda-\Lambda^{-1}\dot\Lambda. \tag{6}
\]

The divergence changes the density of the bundle of trajectories, not the spin direction.

## Larmor and Thomas parts

For the first term of \(G\), use \([\boldsymbol\sigma\cdot\mathbf F,\boldsymbol\sigma\cdot\mathbf u]=2i\boldsymbol\sigma\cdot(\mathbf F\times\mathbf u)\) and

\[
(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf F)(\boldsymbol\sigma\cdot\mathbf u)=2(\mathbf u\cdot\mathbf F)\boldsymbol\sigma\cdot\mathbf u-u^2\boldsymbol\sigma\cdot\mathbf F. \tag{7}
\]

With \((\gamma+1)^2+u^2=2\gamma(\gamma+1)\),

\[
\Lambda^{-1}\boldsymbol\sigma\cdot\mathbf F\Lambda
=\gamma\boldsymbol\sigma\cdot\mathbf F+i\boldsymbol\sigma\cdot(\mathbf F\times\mathbf u)-\frac{(\mathbf u\cdot\mathbf F)\boldsymbol\sigma\cdot\mathbf u}{\gamma+1}
=\boldsymbol\sigma\cdot\left(\frac{\mathbf E'}{c}+i\mathbf B'\right).
\]

Separating real and imaginary coefficients identifies the rest-frame fields:

\[
\frac{\mathbf E'}c=\frac{\gamma\mathbf E}{c}+\mathbf u\times\mathbf B-\frac{\mathbf u(\mathbf u\cdot\mathbf E)}{c(\gamma+1)},\qquad
\mathbf B'=\gamma\mathbf B-\frac{\mathbf u\times\mathbf E}{c}-\frac{\mathbf u(\mathbf u\cdot\mathbf B)}{\gamma+1}. \tag{8}
\]

For the second term, differentiate both the numerator and the normalization of \(\Lambda\):

\[
\Lambda^{-1}\dot\Lambda=\frac{(\gamma+1-\boldsymbol\sigma\cdot\mathbf u)(\dot\gamma+\boldsymbol\sigma\cdot\dot{\mathbf u})}{2(\gamma+1)}-\frac{\dot\gamma}{2(\gamma+1)} .
\]

The scalar part of the numerator is \((\gamma+1)\dot\gamma-\mathbf u\cdot\dot{\mathbf u}=\dot\gamma\), since \(\mathbf u\cdot\dot{\mathbf u}=\gamma\dot\gamma\). It cancels the last term, leaving

\[
\Lambda^{-1}\dot\Lambda=\frac12\boldsymbol\sigma\cdot\left(\dot{\mathbf u}-\frac{\dot\gamma\mathbf u}{\gamma+1}\right)-\frac{i\boldsymbol\sigma\cdot(\mathbf u\times\dot{\mathbf u})}{2(\gamma+1)} .
\]

By (4), the Hermitian part is \((q/2\gamma)\boldsymbol\sigma\cdot\mathbf E'/c\). It cancels the electric part of \(\Lambda^{-1}K\Lambda\). The remainder is anti-Hermitian, \(G=-(i/2)\boldsymbol\sigma\cdot\boldsymbol\Omega\), with

\[
\boldsymbol\Omega=-\frac q\gamma\mathbf B'-\frac{\mathbf u\times\dot{\mathbf u}}{\gamma+1}. \tag{9}
\]

The Pauli commutator then gives \(\dot{\mathbf s}=\boldsymbol\Omega\times\mathbf s\) for \(\mathbf s=\chi^\dagger\boldsymbol\sigma\chi/\chi^\dagger\chi\). The first term of (9) is Larmor precession in the rest-frame field, with \(1/\gamma\) converting proper time to laboratory time. The second is Thomas precession.

For the closed form, insert (4) and \(u^2/(\gamma+1)=\gamma-1\):

\[
-\frac{\mathbf u\times\dot{\mathbf u}}{\gamma+1}
=-\frac{q\,\mathbf u\times\mathbf E}{c(\gamma+1)}-\frac{q\,\mathbf u(\mathbf u\cdot\mathbf B)}{\gamma(\gamma+1)}+\frac{q(\gamma-1)}\gamma\mathbf B .
\]

The Larmor part is

\[
-\frac q\gamma\mathbf B'=-q\mathbf B+\frac{q\,\mathbf u\times\mathbf E}{\gamma c}+\frac{q\,\mathbf u(\mathbf u\cdot\mathbf B)}{\gamma(\gamma+1)} .
\]

On addition the \(\mathbf u(\mathbf u\cdot\mathbf B)\) terms cancel. The electric coefficients combine as \(1/\gamma-1/(\gamma+1)=1/[\gamma(\gamma+1)]\), so

\[
\boldsymbol\Omega=-q\left[\frac{\mathbf B}\gamma-\frac{\mathbf v\times\mathbf E}{c^2(\gamma+1)}\right]. \tag{10}
\]

In a pure magnetic field this is \(-q\mathbf B/\gamma\), the rate at which the velocity itself turns. Spin and velocity then keep a fixed relative angle.

## Adding the anomaly

Let the Hamiltonian acquire the Pauli term

\[
\hbar h=-\frac{aq\hbar}{2}\left(\beta\boldsymbol\Sigma\cdot\mathbf B-\frac{i\beta\boldsymbol\alpha\cdot\mathbf E}{c}\right).
\]

It first enters the WKB equations at order \(\hbar\). Write the leading four-spinor as \(\psi_0=U\chi\). In the standard representation, the sum and difference of \(R_0\) and \(\tilde R_0\), each over \(\sqrt2\), give

\[
U=\frac1{\sqrt{2\gamma(\gamma+1)}}\begin{pmatrix}\gamma+1\\ \boldsymbol\sigma\cdot\mathbf u\end{pmatrix},\qquad U^\dagger U=1 .
\]

The order-\(\hbar\) Dirac equation is

\[
(c\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2-\varepsilon)\psi_1=i(\partial_t+c\boldsymbol\alpha\cdot\nabla)U\chi-hU\chi .
\]

Multiplication by \(U^\dagger\) removes the left side, so \(U^\dagger(\partial_t+c\boldsymbol\alpha\cdot\nabla)U\chi=-iU^\dagger hU\chi\). For \(h=0\) this must coincide with (6): both have unit coefficient of \(\partial_t\chi\) and both hold for arbitrary initial \(\chi\). The Pauli term therefore adds \(-iU^\dagger hU\) to \(G\). Identity (7) gives

\[
U^\dagger\beta\boldsymbol\Sigma\cdot\mathbf B\,U=\boldsymbol\sigma\cdot\mathbf B-\frac{(\mathbf u\cdot\mathbf B)\boldsymbol\sigma\cdot\mathbf u}{\gamma(\gamma+1)},
\]

\[
U^\dagger(-i\beta\boldsymbol\alpha\cdot\mathbf E)U=-\frac{i}{2\gamma}[\boldsymbol\sigma\cdot\mathbf E,\boldsymbol\sigma\cdot\mathbf u]=-\frac{\boldsymbol\sigma\cdot(\mathbf u\times\mathbf E)}\gamma .
\]

Together they make \(\boldsymbol\sigma\cdot\mathbf B'/\gamma\). The added rate is \(\boldsymbol\Omega_a=-(aq/\gamma)\mathbf B'\), and its sum with (10) is (1). The anomaly multiplies the Larmor part alone; Thomas precession depends on the path and not on the magnetic moment.

The solvability condition was also evaluated directly from \(U\), for random fields, momenta and momentum gradients. It agreed with (1) and the divergence term to \(2.5\times10^{-9}\) in units \(m=c=1\).

## Covariant form for a four-vector code

A code may store a spin four-vector instead of \(\mathbf s\). For normalized \(\chi\), put \(\eta=\Lambda\chi\). Multiplying out \(\Lambda^2\) and \(\Lambda\boldsymbol\sigma\Lambda\) gives

\[
\eta^\dagger(1,\boldsymbol\sigma)\eta=\frac{U^\mu}{c}+S^\mu,\qquad
S^\mu=\left(\mathbf u\cdot\mathbf s,\;\mathbf s+\frac{\mathbf u(\mathbf u\cdot\mathbf s)}{\gamma+1}\right),
\]

where \(U^\mu=c(\gamma,\mathbf u)\) is now the four-velocity. For \(a=0\), (5) becomes \(d\eta/d\tau=(q/2)\boldsymbol\sigma\cdot\mathbf F\,\eta\) in proper time once the density factor is removed. Differentiating \(n^\mu=\eta^\dagger(1,\boldsymbol\sigma)\eta\) yields

\[
\frac{dn^0}{d\tau}=\frac qc\mathbf E\cdot\mathbf n,\qquad
\frac{d\mathbf n}{d\tau}=q\left(\frac{n^0\mathbf E}{c}+\mathbf n\times\mathbf B\right).
\]

This is \(dn^\mu/d\tau=qF^{\mu\nu}n_\nu\) with metric \((+,-,-,-)\). The four-velocity obeys the same equation, and so does the difference \(S^\mu\). In the instantaneous rest frame the anomaly adds \(aq\,\mathbf s\times\mathbf B'\), the spatial part of \(aqF^{\mu\nu}S_\nu\). Its time part must be projected out, because the added torque leaves \(U_\mu S^\mu=0\) on an unchanged path. Therefore

\[
\frac{dS^\mu}{d\tau}=q\left[(1+a)F^{\mu\nu}S_\nu-\frac a{c^2}U^\mu U_\alpha F^{\alpha\nu}S_\nu\right].
\]

Integrated side by side in constant fields, this law and (1) gave the same final spin to \(7.0\times10^{-12}\). A code should store either \(\mathbf s\) or \(S^\mu\) and convert with the formula above; the spatial part of \(S^\mu\) is not \(\mathbf s\).

## The factor one half

Set \(\mathbf B=0\) and \(a=0\). The two parts of (9) are

\[
\boldsymbol\Omega_{\rm rest}=\frac{q\,\mathbf v\times\mathbf E}{c^2},\qquad
\boldsymbol\Omega_{\rm Thomas}=-\frac{\gamma}{\gamma+1}\frac{q\,\mathbf v\times\mathbf E}{c^2},\qquad
\frac{\Omega_{\rm net}}{\Omega_{\rm rest}}=\frac1{\gamma+1}. \tag{11}
\]

The factor tends to one half as \(\gamma\to1\). For a central potential energy \(V(r)\), \(q\mathbf E=-V'\mathbf r/r\), and at low speed \(\mathbf v=\mathbf p\). With \(\mathbf L=\mathbf r\times\mathbf p\), the rest-frame rate is \(V'\mathbf L/(c^2r)\). A Hamiltonian \(\boldsymbol\Omega\cdot\hat{\mathbf s}\), with \(\hat{\mathbf s}=\hbar\boldsymbol\sigma/2\), generates the precession, so

\[
H_{\rm so}=\frac1{2c^2}\frac{V'(r)}r\,\mathbf L\cdot\hat{\mathbf s}. \tag{12}
\]

With an anomaly, \(1/2\) becomes \(1/2+a\). For the electron, \(a=0.00115965\), and the computed factor at 10 eV is 0.501155.

Take a transverse force of 1 eV/Å. The energy \(\hbar\Omega\) is the splitting between spins along and against \(\boldsymbol\Omega\). At 100 keV, \(v/c=0.548221\) and \(\gamma=1.195695\), so in eV

\[
\hbar\Omega_{\rm rest}=\frac{1973.270\times0.548221\times1}{510998.95}=2.117\times10^{-3},\qquad
\hbar\Omega_{\rm net}=\frac{2.117\times10^{-3}}{2.195695}=9.64\times10^{-4}.
\]

| Kinetic energy (eV) | Rest-frame (eV) | Net (eV) | Ratio |
|---|---|---|---|
| \(10\) | \(2.416\times10^{-5}\) | \(1.208\times10^{-5}\) | 0.499995 |
| \(10^5\) | \(2.117\times10^{-3}\) | \(9.642\times10^{-4}\) | 0.4554 |
| \(10^6\) | \(3.634\times10^{-3}\) | \(9.184\times10^{-4}\) | 0.2527 |

A fixed factor of one half would give a rate about 10% too large at 100 keV and about twice the correct one at 1 MeV. The net value falls between the last two rows although the rest-frame value rises. At fixed force it is proportional to \((v/c)/(\gamma+1)\), whose square is \((\gamma-1)/[\gamma^2(\gamma+1)]\). The logarithmic derivative of that square vanishes when \(\gamma^2-\gamma-1=0\), so the maximum lies at \(\gamma=(1+\sqrt5)/2\approx1.62\), between those rows.

## Check against time-dependent Dirac evolution

A uniform electric field with \(\phi=0\) leaves each canonical momentum independent, so the Dirac equation reduces to four coupled equations in time. Let the field turn a momentum of \(1.5\,mc\) once round a circle at rate \(\dot\theta\). Then \(q\mathbf E=\dot\theta\,\hat{\mathbf z}\times\boldsymbol\pi\), and (10) gives \(\Omega_z=\dot\theta u^2/[\gamma(\gamma+1)]=\dot\theta(1-1/\gamma)\). With \(\gamma=1.80278\), one turn rotates the spin by

\[
2\pi\left(1-\frac1{1.80278}\right)=2.798\ \text{rad}.
\]

This is the sum of 7.842 rad from the rest-frame field and \(-5.044\) rad from Thomas precession. The Dirac evolution gives 2.80157, 2.79882 and 2.79813 rad for loops lasting 50, 100 and 200 \(\hbar/mc^2\). The differences from the BMT angle are \(3.7\times10^{-3}\), \(9.2\times10^{-4}\) and \(2.3\times10^{-4}\) rad.

This fourfold fall per doubling can be derived. Use units \(\hbar=m=c=1\) and a frame turning with the momentum \(p\). The Hamiltonian is \(p\alpha_x+\beta-\dot\theta\Sigma_z/2\). It commutes with \(\beta\Sigma_z=k=\pm1\), which is the rest-frame spin sign along \(z\), so \(\Sigma_z=k\beta\) and

\[
E_k=\sqrt{p^2+(1-k\dot\theta/2)^2},\qquad
E_+-E_-=-\frac{\dot\theta}\gamma+\frac{p^2\dot\theta^3}{8\gamma^5}+\dots
\]

Adding the frame's own rate \(\dot\theta\) recovers the BMT rate plus the cubic correction. For slowly changing \(\dot\theta\) the correction may be integrated over time. The loop used \(\dot\theta=(2\pi/T)[1-\cos(2\pi t/T)]\), and the mean of \((1-\cos)^3\) is \(5/2\). The predicted excess angle is

\[
\frac{p^2}{8\gamma^5}\,\frac52\,\frac{(2\pi)^3}{T^2}\approx\frac{9.16}{T^2},
\]

or \(3.7\times10^{-3}\) rad at \(T=50\), as found. Dividing the cubic term by the BMT rate \(\dot\theta(1-1/\gamma)\) and using \(p^2=\gamma^2-1\) gives a relative correction \((\gamma+1)\dot\theta^2/(8\gamma^4)\). For \(\gamma\) of order one it is small when the momentum direction turns slowly on the scale \(\hbar/mc^2\), and at fixed \(\dot\theta\) it shrinks as \(\gamma\) grows.

## Check against one-electron atoms

A 2p state is not semiclassical, so here (12) is used as an operator to first order in \(1/c^2\). For nuclear charge \(Z\), \(V'=Z/r^2\), and the radial function is proportional to \(re^{-Zr/2}\). Thus

\[
\langle r^{-3}\rangle=\frac{\int_0^\infty re^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}=\frac{Z^3}{24}.
\]

From \(\mathbf L\cdot\hat{\mathbf s}=\frac12[j(j+1)-l(l+1)-\frac34]\), the values are \(1/2\) for \(j=3/2\) and \(-1\) for \(j=1/2\). The splitting is

\[
\Delta E=\frac32\,\frac{Z}{2c^2}\,\frac{Z^3}{24}=\frac{Z^4}{32c^2}.
\]

For hydrogen, \(1/c^2=5.325\times10^{-5}\), so \(\Delta E=1.664\times10^{-6}\) hartree, or \(4.5283\times10^{-5}\) eV. Diagonalizing the radial Dirac-Coulomb Hamiltonian gives \(4.5284\times10^{-5}\) eV. Without Thomas precession the result would be \(9.0565\times10^{-5}\) eV.

For \(Z=20\), (12) gives 7.245 eV and the Dirac-Coulomb calculation 7.343 eV, larger by 1.35%. The relative excess divided by \((Z/c)^2\) is about 0.63 both for hydrogen and here, as expected of a next-order relativistic correction. The excess grows quickly with \(Z\): the closed-form Dirac-Coulomb levels lie above the first-order splitting by about 9% at \(Z=50\) and 28% at \(Z=80\), so (12) taken to first order is quantitative only for light nuclei. Both calculations assume a fixed point nucleus and no radiative effects. Including the anomaly in (12) would raise the splitting by the fraction \(2a\), about 0.23%. In hydrogen that exceeds the difference between the two calculations, so their agreement does not measure the accuracy of either against experiment.

## Using the rate in code

Equation (1) holds for an electron with its free mass in fields that are smooth over its wavelength; it does not give the precession of a band electron in a crystal, whose effective \(g\) factor and spin-orbit coupling are set by the band structure. It already contains Thomas precession; adding the second term of (9) to it would count that effect twice. A code that works from rest-frame fields should instead use \((1+a)\) times the Larmor part plus the Thomas part. In a magnetic field the Thomas part must be computed from the full acceleration, including \(\mathbf v\times\mathbf B\).

## Values computed for the example and the checks

```
solvability test, largest deviation: 2.5e-09
boost-factor test, largest deviation: 2.4e-08
loop: momentum 1.5 mc, Lorentz factor 1.80278
loop spin angle, larmor: 7.84189 rad
loop spin angle, thomas: -5.04399 rad
loop spin angle, net: 2.79790 rad
Dirac, duration 50 hbar/mc2: angle 2.80157 rad, miss 3.7e-03
Dirac, duration 100 hbar/mc2: angle 2.79882 rad, miss 9.2e-04
Dirac, duration 200 hbar/mc2: angle 2.79813 rad, miss 2.3e-04
Landau doublet / BMT anomalous rate: 1.0000000
covariant BMT test, deviation: 7.0e-12
mc2 = 510998.95 eV; hbar c = 1973.270 eV angstrom
transverse force = 1.0 eV/angstrom
kinetic energy 10 eV: gamma 1.000020, v/c 0.006256
  rest-frame term 2.41582e-05 eV
  Thomas term -1.20792e-05 eV
  net 1.20790e-05 eV, net/rest-frame 0.499995
kinetic energy 100000 eV: gamma 1.195695, v/c 0.548221
  rest-frame term 2.11701e-03 eV
  Thomas term -1.15284e-03 eV
  net 9.64162e-04 eV, net/rest-frame 0.455437
kinetic energy 1000000 eV: gamma 2.956951, v/c 0.941079
  rest-frame term 3.63406e-03 eV
  Thomas term -2.71566e-03 eV
  net 9.18400e-04 eV, net/rest-frame 0.252720
electron anomaly a = 0.00115965
factor at 10 eV with anomaly: 0.501155
Z = 1: 2p mean r^-3 = 0.281181 angstrom^-3
  splitting without Thomas: 9.056520e-05 eV
  splitting with Thomas: 4.528260e-05 eV
  Dirac-Coulomb splitting: 4.528411e-05 eV
  the same in atomic units: 1.664160e-06 hartree
  Dirac / with Thomas: 1.000033; (Z alpha)^2 = 5.325e-05
Z = 20: 2p mean r^-3 = 2249.44 angstrom^-3
  splitting without Thomas: 1.449043e+01 eV
  splitting with Thomas: 7.245216e+00 eV
  Dirac-Coulomb splitting: 7.343052e+00 eV
  the same in atomic units: 2.698522e-01 hartree
  Dirac / with Thomas: 1.013504; (Z alpha)^2 = 2.130e-02
```
